# Why Bader boundaries need a core-restored density

**The argument under comment**

The manuscript assigns atomic charges by a Bader partition of the pseudo valence density $n_v$ from a plane-wave calculation. Its justification has three parts: $n_v$ contains the correct number of valence electrons; outside the pseudization radii it agrees with the true valence density; the core electrons are inert and add a fixed integer to each atom. From these it concludes that the basins of $n_v$ are the atoms.

The three premises may be granted. The question is whether the conclusion follows from them.

**What decides the ownership of a point**

A Bader basin of a density $\rho$ is the set of points whose uphill paths,

$$\frac{d\mathbf r}{dt}=\nabla\rho(\mathbf r),$$

end at the same maximum. A boundary between basins is made of such paths, so its normal $\mathbf n$ satisfies $\nabla\rho\cdot\mathbf n=0$. This zero-flux condition is necessary but does not identify a boundary by itself, since other surfaces woven from gradient lines satisfy it too. The destination of the paths must also be known.

The premises concern integrals and values outside spheres. Ownership depends on where paths end, which is usually inside those spheres, and on the gradient of the density at the boundary, to which a core tail may contribute. The inference therefore has two gaps. A model in which each can be examined is a linear molecule A–B–A, with B at the origin and the A nuclei at $z=\pm d$. Lengths are in nm, densities are in electrons/nm³ and are counted positive, and charges are in units of the elementary charge $e$. The densities are prescribed, not self-consistent.

**First gap: a hollow atom has its maxima in the wrong place**

Let the pseudo valence density of B be a hollow shell,

$$n_B(r)=C r^2e^{-\beta r},\qquad C=\frac{N_B\beta^5}{96\pi}.$$

The constant follows from $4\pi\int_0^\infty r^4e^{-\beta r}dr=4\pi\cdot 4!/\beta^5=96\pi/\beta^5$. The slope is

$$n_B'(r)=C r(2-\beta r)e^{-\beta r},$$

so the density vanishes at the nucleus and peaks on the sphere $r_0=2/\beta$. For an isolated atom every point of that sphere is equally high. Neighbours remove the degeneracy. Give each A a smooth valence density

$$n_A(s)=N_A\left(\frac a\pi\right)^{3/2}e^{-as^2},$$

where $s$ is the distance from that A nucleus. At polar angle $\theta$ on the shell, the squared distances to the two A nuclei are $r_0^2+d^2\mp2dr_0\cos\theta$. Their summed density there is

$$2N_A\left(\frac a\pi\right)^{3/2}e^{-a(d^2+r_0^2)}\cosh(2adr_0\cos\theta).$$

It is largest at the two poles and smallest on the equator. To first order in $n_A$, the difference is

$$\Delta n=2N_A\left(\frac a\pi\right)^{3/2}e^{-a(d^2+r_0^2)}\left[\cosh(2adr_0)-1\right].$$

The radial shift of the maximum changes its height only at second order, because $n_B'(r_0)=0$. Atom B thus has two maxima, one facing each neighbour, and none at its nucleus.

Take $d=0.2$ nm, $\beta=60$ nm⁻¹, $a=100$ nm⁻², and an ionic distribution $N_A=0.4$, $N_B=7.2$, which makes eight valence electrons. Then $r_0=2/60=0.0333$ nm. The prefactor of the bracket is

$$2(0.4)(100/\pi)^{3/2}e^{-4.111}=2.355,$$

and the bracket is $\cosh(1.333)-1=1.029$, so $\Delta n=2.42$ electrons/nm³. Solving numerically for the stationary points of the full density also gives 2.42, with maxima at $z=\pm0.0334$ nm. The density there is 2796 electrons/nm³, against 2.6 at the B nucleus.

The splitting is only 0.09 percent of the peak density. The positions of the maxima therefore rest on a weak angular variation. Any disturbance with larger tangential slopes along the shell can move them or change their number.

**Second gap: an electron-poor atom may have no maximum**

Approach A along the axis from B, at remaining distance $s$. The tail of B slopes down towards A, while the density of A slopes up. Neglecting the distant second A,

$$\frac{dn_v}{dz}=-|n_B'(d-s)|+2as\,n_A(s).$$

At $s=0$ the second term vanishes and the slope is negative. Beyond A both contributions decrease. Just beyond the shell maximum of B the slope is negative. A maximum belonging to A therefore requires it to become positive again before A is reached. Solving for $N_A$ gives the threshold

$$N_{\rm crit}=\min_{s\ \text{near A}}\frac{|n_B'(d-s)|}{2as(a/\pi)^{3/2}e^{-as^2}},$$

where the minimum is the local one nearest A. The ratio diverges as $s\to0$, passes through this minimum, rises towards B, and falls to zero only at the shell, $s=d-r_0$, where $n_B'$ vanishes; that zero belongs to the false B maximum and is excluded. Numerical minimization over $0.004<s<0.08$ nm gives $N_{\rm crit}=0.87$ for $N_B=7.2$. The ionic model has $N_A=0.4$, so A has no maximum and no basin, although its valence density is not zero.

By mirror symmetry $\partial_zn_v=0$ on the plane $z=0$, and no uphill path crosses it. Twenty-four paths integrated numerically from scattered points at $z>0$, one of them beside the A nucleus, all end at the false maximum at $z=+0.0334$ nm. The valence-only partition thus consists of two basins of four electrons each. If both are assigned to B, the nearest nucleus, B receives all eight electrons. With valence nuclear charges $Z_A=1$ and $Z_B=6$, the reported charges would be $+1$ for A and $-2$ for B. This apparently perfect ionicity follows from the absence of an A basin.

**The reference density**

The boundaries should be taken from

$$\rho_{\rm ref}=n_v+n_{\rm core},$$

and $n_v$ should then be integrated inside them. In the model each core is

$$n_{\rm core}(r)=\frac{N_c\kappa^3}{8\pi}e^{-\kappa r},$$

normalized because $4\pi\int_0^\infty r^2e^{-\kappa r}dr=8\pi/\kappa^3$. Each atom has $N_c=2$, with $\kappa_A=100$ nm⁻¹ and $\kappa_B=300$ nm⁻¹.

It must be shown that this core removes the false shell of B. The total B density decreases at every $r<r_0$ if $\kappa_Bn_{\rm core}>n_B'$. Put $u=\beta r$, insert both expressions, and divide by $(C/\beta)e^{-u}$. The condition becomes

$$12\frac{N_c}{N_B}\left(\frac{\kappa_B}{\beta}\right)^4e^{-(\kappa_B/\beta-1)u}>u(2-u),\qquad 0<u<2.$$

For the ionic model the left side is $2083e^{-4u}$. Up to $u=1.9$ it is at least 1.04, whereas the right side never exceeds 1. Between 1.9 and 2 the left side is at least 0.69, whereas the right side is at most 0.19. The condition holds. For $r>r_0$ both parts decrease.

Every atomic contribution $f_j$ to the reference now decreases with distance from its nucleus $\mathbf R_j$. Hence, away from the nuclei,

$$\nabla\rho_{\rm ref}=\sum_jw_j(\mathbf R_j-\mathbf r),\qquad w_j=-\frac{f_j'}{|\mathbf r-\mathbf R_j|}>0.$$

If the gradient vanishes, then $\mathbf r=\sum_jw_j\mathbf R_j/\sum_jw_j$. This is an average with positive weights, so the point lies in the convex hull of the nuclei, here the segment joining them. No off-axis shell maximum can survive. The false maxima lay on the axis, so the axis must be checked as well. The inward slope of the B density is $(C/\beta)e^{-u}\left[2083e^{-4u}-u(2-u)\right]$ with $C/\beta=3.09\times10^5$ electrons/nm⁴. The bracket is at least 0.04 for $u\le1.9$, 0.5 up to $u=2$, 0.46 up to $u=2.1$ and 0.21 up to $u=3$, so for $0<z\le0.05$ nm this slope exceeds 1800 electrons/nm⁴. There $s\ge0.15$ nm, and the outward pull of the nearer A, $2as\,n_A+\kappa_An_{\rm core}$, decreases with $s$ in this range and is at most 230 electrons/nm⁴; the farther A pulls inwards. The axial slope is therefore negative throughout the shell region, and the two false maxima are gone. The argument holds for superpositions of decreasing atomic densities. The decrease of the B density depends on the parameters. With everything else fixed it still holds at $\beta=50$ nm⁻¹, but at $\beta=46$ nm⁻¹ the softer shell lies too far out for the core slope to outweigh its rise, and false maxima at $z=\pm0.042$ nm survive in $n_v+n_{\rm core}$. Such maxima are products of the pseudization. A self-consistent density need not be a superposition of decreasing terms, and a maximum away from the nuclei that is also present in the all-electron density should be reported, not deleted.

**Populations from the restored boundary**

In the half-plane with axial coordinate $z$ and distance $R$ from the axis, the boundary starts at the bond saddle $z_b$, the minimum of $\rho_{\rm ref}$ along the axis between B and A. Dividing the two components of the path equation gives

$$\frac{dz}{dR}=\frac{\partial_z\rho_{\rm ref}}{\partial_R\rho_{\rm ref}}.$$

All atomic terms pull towards the axis, so $\partial_R\rho_{\rm ref}<0$ for $R>0$. Followed downhill, the boundary moves steadily outwards and is a single-valued function $z_b(R)$. The valence population of the A at $+d$ is

$$N_v(A)=\int_0^\infty2\pi R\,dR\int_{z_b(R)}^\infty n_v(R,z)\,dz.$$

Numerical integration of the boundary equation, followed by Gauss–Legendre quadrature, gives a saddle 0.0724 nm from A and $N_v(A)=0.351$. The charges are

$$q_A=1-0.351=0.649,$$

$$q_B=6-(8-2\times0.351)=-1.298.$$

Thus $q_A=0.65\,e=1.04\times10^{-19}$ C, in place of $+1\,e$. The population is not 0.4 because a Bader basin divides space; it does not recover the labels attached to overlapping atomic functions.

**A nuclear maximum is not sufficient**

The manuscript might reply that its own density does show a maximum near every nucleus. A second case meets this reply. Superpose neutral atoms, with $N_A=1$ and $N_B=6$. Since $N_{\rm crit}$ is proportional to $N_B$, it becomes $0.87\times6/7.2=0.72$. Now $N_A$ exceeds the threshold, and $n_v$ has an A maximum.

That maximum is displaced 0.0078 nm towards B, because the slope of the B tail must be balanced by an opposite slope of the A density. More important is the saddle. It lies 0.0386 nm from A in the valence density but 0.0751 nm from A in the restored density. The A populations are respectively 0.75 and 0.87, and the charges are $+0.25$ and $+0.13$. Finding an attractor near every nucleus therefore does not establish that its boundary is right.

The restored charge is nonzero even for a superposition of neutral atoms. This is a property of the spatial partition and should not be read as electron transfer relative to those atoms.

**When fragments can simply be merged**

There is a useful case in which the core of one atom can be left out. Suppose that a ball surrounds one nucleus, that $\nabla\rho_{\rm ref}$ points inwards everywhere on its surface, and that the core of this atom contributes nothing to the gradient on or outside that surface. Let $\tilde\rho$ be $\rho_{\rm ref}$ with only this core removed, the other cores being kept. The gradients of $\tilde\rho$ and $\rho_{\rm ref}$ then agree there. A path starting outside is the same in both densities until it enters the ball, and in neither density can it leave. If the reference has one maximum inside, the union of all basins of $\tilde\rho$ whose maxima lie inside is the reference basin, apart from boundary points of zero volume. If every atom meets the condition, with balls that do not overlap, the valence density alone suffices after merging. The condition is sufficient, not necessary: in a symmetric diatomic molecule whose valence density has one maximum near each nucleus, the mirror plane separates the basins with or without the cores.

For a real core tail, "nothing" means negligible. Atom B meets this condition: on a ball of radius 0.10 nm the radial gradient of $\rho_{\rm ref}$ points inwards everywhere, with magnitude at least $1.7\times10^4$ electrons/nm⁴, while the B core supplies only $6\times10^{-5}$ electrons/nm⁴ of it. Its distance from the saddle is $0.2-0.0724=0.1276$ nm, where its core has fallen by $e^{-300\times0.1276}=e^{-38.3}$. Removing the B core while keeping the A core changes the computed A population by less than $10^{-11}$ electron, which is below the accuracy of the integration. The two fragments of B may be merged once the A cores are present. The two valence-only basins, which hold all eight electrons, do not merge into the reference basin of B.

Atom A does not meet it. Remove only its core from the ionic reference, keeping that of B. The axial slope then points towards B everywhere between the two nuclei, so every ball around A that excludes B has outward flow at its point facing B. Inward flow there in the reference would have to come from the A core, which the condition forbids. Merging cannot recover a basin that has been absorbed by another atom.

**Why an arbitrary sharp core is not a cure**

At the ionic saddle, with $s=d-z_b$, the slopes balance:

$$\kappa_An_{\rm core}(s)+2as\,n_A(s)=|n_B'(d-s)|.$$

At $s=0.072381$ nm the terms are, in electrons/nm⁴, approximately $5719+616=6335$. The core supplies most of the slope that holds the boundary, although few core electrons are found there.

The effect of the core amplitude follows from $\rho_{\rm ref}'(z_b)=0$, where primes denote axial derivatives. Varying $\ln N_c$ changes this condition by

$$\rho_{\rm ref}''(z_b)\,dz_b+n_{\rm core}'(z_b)\,d\ln N_c=0,$$

because $n_{\rm core}$ is proportional to $N_c$. Therefore

$$\frac{dz_b}{d\ln N_c}=-\frac{n_{\rm core}'(z_b)}{\rho_{\rm ref}''(z_b)}.$$

The core density rises towards A and the saddle is an axial minimum, so numerator and denominator are both positive. A larger core pushes the saddle away from A. The value is $-0.0068$ nm; a one percent change in amplitude moves the saddle by about $7\times10^{-5}$ nm.

The decay length matters more. If $g$ denotes the part of the B slope not balanced by the A valence density, the saddle condition can be rearranged as

$$s=\frac1{\kappa_A}\ln\left(\frac{N_c\kappa_A^4}{8\pi g}\right).$$

This is implicit, since $g$ depends on $s$, but it shows that the amplitude enters through a logarithm while the decay constant also sets the length scale. Replacing $\kappa_A=100$ by 300 nm⁻¹, with two core electrons retained, moves the saddle from 0.0724 to 0.0437 nm from A. The valence population falls from 0.35 to 0.26, and the charge rises from 0.65 to 0.74. A fictitious spike creates the missing attractor but not the correct boundary.

**Which density should be integrated**

The reference density determines ownership; the valence density should be summed. The reason is numerical. For a nucleus on a point of a cubic grid of spacing $h$, Poisson summation gives

$$h^3\sum_{\mathbf m}n_{\rm core}(h|\mathbf m|)=\sum_{\mathbf G}\widetilde n_{\rm core}(\mathbf G),\qquad \mathbf G=\frac{2\pi\mathbf m}{h},$$

with $\mathbf m$ running over integer triples. The transform is

$$\widetilde n_{\rm core}(G)=\frac{N_c\kappa^3}{8\pi}\frac{4\pi}{G}\int_0^\infty r\sin(Gr)e^{-\kappa r}dr.$$

The integral equals $2\kappa G/(\kappa^2+G^2)^2$, so

$$\widetilde n_{\rm core}(G)=\frac{N_c}{(1+G^2/\kappa^2)^2}.$$

The term $G=0$ is the correct charge. All other terms are positive, so this grid position overcounts. With $h=0.01$ nm the two B core electrons are counted as 3.41, an error of 1.41 electrons. The eight valence electrons on the same grid sum to 7.99996. The core error becomes small when $\kappa h\ll2\pi$. A nucleus between grid points introduces phases into the sum, and the sign of the error is then not fixed.

There is also a physical difference between the two counts. In the ionic model 0.0056 of the A core electrons lie outside the A basin. A total-density count, with the full nuclear charge, would make $q_A$ larger by that amount, neglecting the B core tail inside A. The convention used here keeps the core charge with its nucleus.

**Changes required in the manuscript**

The charges should be recomputed with boundaries from the valence density plus the actual frozen core density of each atom, and with the valence density as the integrand. The grid must resolve the reference near the boundaries, and the charges should be shown to be stable when it is refined.

The integrand must itself carry the correct valence charge. With norm-conserving pseudopotentials, norm conservation secures the charge of a whole pseudization sphere exactly only at the reference energies, and it does not secure the charge of a part cut off by a boundary. With ultrasoft pseudopotentials or the projector augmented-wave method, the augmentation charge must be included first.

Adding a core does not restore the inner nodes of the valence orbitals. This omission is harmless to the outer boundary if the conditions of the merging argument hold for the remaining difference in density. If a boundary enters a pseudization sphere, the full all-electron valence density is needed there as well.
